# Depletion of Atomic Hydrogen by Diffusion to a Diamond Surface: test program

```python
"""
Result under test: atomic hydrogen diffusing across a planar gap d to a surface
that destroys a fraction g of the atoms striking it has, at the surface,
    n_surface / n_source = 1 / (1 + B),   B = g v d / (4 D),
v = mean thermal speed, D = diffusion coefficient of H in H2.
Valid for small g, equal temperatures, dilute H, and a gap of many mean free paths.
Finite g: g is replaced by K = g / (1 - g/2).
Unequal temperatures: the ratio holds for mole fractions, with B multiplied by an
integral over the gap. SI units are used inside the program.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.constants import k as kB, h as planck, m_p, m_e, e as charge, torr

# ---------- wall flux of a Maxwell gas, in units where kT/m = 1 ----------
def maxwell_1d(u):
    return np.exp(-u * u / 2) / np.sqrt(2 * np.pi)

mean_speed_num = quad(lambda u: 4 * np.pi * u**3 * np.exp(-u * u / 2)
                      / (2 * np.pi)**1.5, 0, 15)[0]
one_way_flux = quad(lambda u: u * maxwell_1d(u), 0, 15)[0]
assert abs(mean_speed_num - np.sqrt(8 / np.pi)) < 1e-8
assert abs(one_way_flux / mean_speed_num - 0.25) < 1e-8

# a skewed distribution carries a net flux; infer g and test the finite-g law
for skew in (0.02, 0.1, 0.2):
    flux_in = quad(lambda u: u * maxwell_1d(u) * (1 + skew * u), 0, 15)[0]
    flux_out = quad(lambda u: u * maxwell_1d(u) * (1 - skew * u), 0, 15)[0]
    g_skew = 1 - flux_out / flux_in
    law = g_skew / (1 - g_skew / 2) * mean_speed_num / 4
    assert abs((flux_in - flux_out) / law - 1) < 1e-7

# ---------- one-speed transport through a slab with a diffuse wall ----------
# lengths in mean free paths, speed 1, hence D = 1/3
def transport_slab(g_wall, length=30.0, cells=600, half_order=6):
    nodes, wts = np.polynomial.legendre.leggauss(half_order)
    mu_half, w_half = (nodes + 1) / 2, wts / 2
    mu = np.concatenate([-mu_half, mu_half])
    w = np.concatenate([w_half, w_half])
    angles = 2 * half_order
    step = length / cells
    diff = sp.diags([-1.0, 1.0], [0, 1], shape=(cells, cells + 1)) / step
    aver = sp.diags([0.5, 0.5], [0, 1], shape=(cells, cells + 1))
    collide = np.eye(angles) - 0.5 * np.outer(np.ones(angles), w)
    inside = sp.kron(diff, sp.diags(mu)) + sp.kron(aver, sp.csr_matrix(collide))
    size = (cells + 1) * angles
    source = sp.lil_matrix((half_order, size))
    wall = sp.lil_matrix((half_order, size))
    last = cells * angles
    for m in range(half_order):
        source[m, half_order + m] = 1.0
        wall[m, last + m] = 1.0
        for j in range(half_order):
            wall[m, last + half_order + j] = -2 * (1 - g_wall) * mu_half[j] * w_half[j]
    matrix = sp.vstack([source, inside, wall]).tocsc()
    rhs = np.zeros(size)
    rhs[:half_order] = 0.5
    psi = spsolve(matrix, rhs).reshape(cells + 1, angles)
    z = np.linspace(0, length, cells + 1)
    density = psi @ w
    flux = (psi @ (mu * w))[cells // 2]
    middle = (z > length / 3) & (z < 2 * length / 3)
    slope, n_source = np.polyfit(z[middle], density[middle], 1)
    return n_source, n_source + slope * length, flux, slope

slab_length = 30.0
transport_rows, wall_constants = [], []
for g_test in (0.02, 0.1, 0.5, 1.0):
    n_a, n_b, flux, slope = transport_slab(g_test, slab_length)
    assert abs(-slope / (3 * flux) - 1) < 2e-3          # diffusion law, D = 1/3
    ratio = n_b / n_a
    simple = 1 / (1 + g_test * slab_length * 3 / 4)
    K_test = g_test / (1 - g_test / 2)
    improved = 1 / (1 + K_test * slab_length * 3 / 4)
    wall_constants.append(1 / g_test - n_b / (4 * flux))
    transport_rows.append((g_test, ratio, simple, improved))
    if g_test <= 0.1:
        assert abs(simple / ratio - 1) < g_test / 2
        assert abs(improved / ratio - 1) < 5e-3
assert np.ptp(wall_constants) < 5e-3
assert abs(np.mean(wall_constants) - 0.5) < 0.05

# ---------- parameters of the example (rough, hot-filament regime) ----------
pressure = 20 * torr
T_surf, T_hot = 1200.0, 2000.0
gap = 0.010
g = 0.1
x_source = 0.05
diameter = 0.22e-9
mass_H = m_p + m_e
mu_red = mass_H * 2 * mass_H / (3 * mass_H)
soret_factor = 0.2
k_HHM = 5e-33 * 1e-12          # m^6/s, H + H + M
k_CH3 = 5e-30 * 1e-12          # m^6/s, H + CH3 + M
x_CH3 = 1e-3
gas_speed = 0.10

def total_density(T):
    return pressure / (kB * T)

def diffusion(T):
    return 3 / (8 * total_density(T) * diameter**2) * np.sqrt(kB * T / (2 * np.pi * mu_red))

# diffusion coefficient from the friction on a slowly drifting Maxwell gas
node, wt = np.polynomial.legendre.leggauss(60)
speed, w_speed = 6 * (node + 1), 6 * wt
S, C = np.meshgrid(speed, node, indexing="ij")
drift = 0.01
shifted = np.exp(-(S**2 - 2 * S * drift * C + drift**2) / 2) / (2 * np.pi)**1.5
friction = w_speed @ (2 * np.pi * S**4 * C * shifted) @ wt / drift
D_friction = kB * T_surf / (total_density(T_surf) * np.pi * diameter**2
                            * friction * np.sqrt(mu_red * kB * T_surf))
D = diffusion(T_surf)
assert abs(D_friction / D - 1) < 1e-4

v = np.sqrt(8 * kB * T_surf / (np.pi * mass_H))
B = g * v * gap / (4 * D)
factor = 1 / (1 + B)

# ---------- mole fraction and flux from the differential equations ----------
def surface_fraction(T_source=T_surf, loss=g, soret=0.0, bulk=0.0,
                     rate_HH=0.0, rate_CH3=0.0, width=gap):
    a, b = T_source**1.5, T_surf**1.5
    def rhs(z, y):
        x, flux = y
        T = (a + (b - a) * z / width)**(2 / 3)
        dT = (2 / 3) * (b - a) / width / np.sqrt(T)
        n = total_density(T)
        dx = -flux * (1 - bulk * x / 2) / (n * diffusion(T)) + soret * x * (1 - x) * dT / T
        dflux = -2 * n**3 * (rate_HH * x * x + rate_CH3 * x_CH3 * x)
        return [dx, dflux]
    def miss(x_surface):
        start = [x_surface, loss * total_density(T_surf) * x_surface * v / 4]
        out = solve_ivp(rhs, (width, 0), start, rtol=1e-9, atol=[1e-13, 1e10])
        assert out.success
        return out.y[0, -1] - x_source
    return brentq(miss, 1e-6, x_source * 1.0001, xtol=1e-13)

base = surface_fraction() / x_source
assert abs(base / factor - 1) < 1e-6

flux_1 = g * total_density(T_surf) * surface_fraction() * v / 4
flux_2 = 2 * g * total_density(T_surf) * surface_fraction(loss=2 * g) * v / 4
flux_limit = D * x_source * total_density(T_surf) / gap
assert abs(flux_2 / flux_1 / (2 * (1 + B) / (1 + 2 * B)) - 1) < 1e-6

# temperature gradient: closed integral against the differential equations
F = 1.5 * np.sqrt(T_surf) * (T_hot - T_surf) / (T_hot**1.5 - T_surf**1.5)
hot_ratio = surface_fraction(T_source=T_hot) / x_source
assert abs(hot_ratio * (1 + B * F) - 1) < 1e-6

# thermal diffusion in a closed gap must give a power law in temperature
x_closed = surface_fraction(T_source=T_hot, loss=0.0, soret=soret_factor)
odds = (x_closed / (1 - x_closed)) / (x_source / (1 - x_source))
assert abs(odds / (T_surf / T_hot)**soret_factor - 1) < 1e-6

# bulk flow caused by two atoms returning as one molecule: logarithmic flux law
x_bulk = surface_fraction(bulk=1.0)
flux_bulk = g * total_density(T_surf) * x_bulk * v / 4
flux_log = 2 * total_density(T_surf) * D / gap * np.log((1 - x_bulk / 2) / (1 - x_source / 2))
assert abs(flux_bulk / flux_log - 1) < 1e-6

K = g / (1 - g / 2)
finite_g_ratio = surface_fraction(loss=K) / x_source
gas_HH_ratio = surface_fraction(rate_HH=k_HHM) / x_source
gas_CH3_ratio = surface_fraction(rate_CH3=k_CH3) / x_source
soret_ratio = surface_fraction(T_source=T_hot, soret=soret_factor) / x_source
all_ratio = surface_fraction(T_hot, K, soret_factor, 1.0, k_HHM, k_CH3) / x_source

# ---------- slowest decay toward the steady state ----------
cells = 500
step = 1 / cells
diagonal = np.full(cells, 2 / step**2)
diagonal[0] = 3 / step**2
diagonal[-1] = 1 / step**2 + 1 / (step * (step / 2 + 1 / B))
rate_num = eigh_tridiagonal(diagonal, np.full(cells - 1, -1 / step**2),
                            select="i", select_range=(0, 0))[0][0]
kd = brentq(lambda q: q * np.cos(q) + B * np.sin(q), np.pi / 2, np.pi)
assert abs(rate_num / kd**2 - 1) < 1e-3
relax_time = gap**2 / (D * kd**2)

# ---------- reverse surface reaction: equilibrium H at the surface ----------
bond_energy, theta_rot = 4.48 * charge, 85.0      # rough molecular constants of H2
wave = planck / np.sqrt(2 * np.pi * mass_H * kB * T_surf)
mass_action = 8 * theta_rot / T_surf / 2**1.5 / wave**3 * np.exp(-bond_energy / (kB * T_surf))
n_equilibrium = np.sqrt(mass_action * total_density(T_surf))
n_source = x_source * total_density(T_surf)
n_surface = factor * n_source

# ---------- output ----------
print(f"Pressure: {pressure/torr:.0f} Torr; surface temperature: {T_surf:.0f} K")
print(f"Gap d: {gap*1e3:.0f} mm; loss probability g: {g:.2f}")
print(f"H mole fraction at source plane: {x_source:.3f}")
print(f"Collision diameter: {diameter*1e9:.2f} nm")
print(f"Total gas density at surface T: {total_density(T_surf)*1e-6:.3e} cm^-3")
print(f"Mean thermal speed v: {v*100:.3e} cm/s")
print(f"Diffusion coefficient D: {D*1e4:.1f} cm2/s")
print(f"D from friction integral: {D_friction*1e4:.1f} cm2/s")
print(f"B = g v d/(4D): {B:.3f}")
print(f"Lowering factor 1/(1+B): {factor:.5f}")
print(f"Same from differential equations: {base:.5f}")
print(f"H density at source plane: {n_source*1e-6:.3e} cm^-3")
print(f"H density at surface: {n_surface*1e-6:.3e} cm^-3")
print(f"H loss flux: {flux_1*1e-4:.3e} cm^-2 s^-1")
print(f"Diffusion-limited flux D n0/d: {flux_limit*1e-4:.3e} cm^-2 s^-1")
print(f"Flux ratio when g is doubled: {flux_2/flux_1:.4f}")
print(f"Crossover gap 4D/(g v): {4*D/(g*v)*1e3:.3f} mm")
for width in (0.0001, 0.001, 0.003):
    value = surface_fraction(width=width) / x_source
    assert abs(value * (1 + B * width / gap) - 1) < 1e-6
    print(f"Lowering factor for gap {width*1e3:.1f} mm: {value:.4f}")
print(f"Slowest mode: kd = {kd:.4f}; lifetime: {relax_time*1e3:.4f} ms")
print(f"Transport test, slab of {slab_length:.0f} mean free paths:")
print("  g      transport   with g    with K")
for row in transport_rows:
    print("  {:.2f}   {:.5f}   {:.5f}   {:.5f}".format(*row))
print(f"Wall constant c in 1/g - c: {np.mean(wall_constants):.4f} (K law: 1/2)")
print("Neglected effects, surface/source mole-fraction ratio:")
print(f"  finite g, K = {K:.4f}: {finite_g_ratio:.5f}")
print(f"  bulk flow from recombination: {x_bulk/x_source:.5f}")
print(f"  gas recombination H+H+M: {gas_HH_ratio:.5f}")
print(f"  gas recombination through CH3: {gas_CH3_ratio:.5f}")
print(f"  source gas at {T_hot:.0f} K, F = {F:.4f}: {hot_ratio:.5f}")
print(f"  same with thermal diffusion: {soret_ratio:.5f}")
print(f"  all of these together: {all_ratio:.5f}")
print(f"Density ratio, source gas at {T_hot:.0f} K only: {hot_ratio*T_hot/T_surf:.5f}")
print(f"Density ratio, all effects: {all_ratio*T_hot/T_surf:.5f}")
print(f"Thermal diffusion factor used: {soret_factor:.2f}")
print(f"Rate constant H+H+M used: {k_HHM*1e12:.1e} cm^6/s")
print(f"Rate constant H+CH3+M used: {k_CH3*1e12:.1e} cm^6/s")
print(f"CH3 mole fraction used: {x_CH3:.1e}")
print(f"Gas speed used: {gas_speed*100:.0f} cm/s; u d/D: {gas_speed*gap/D:.4f}")
print(f"Mean free path 3D/v: {3*D/v*1e3:.4f} mm; over gap: {3*D/(v*gap):.5f}")
print(f"Equilibrium H / H at surface: {n_equilibrium/n_surface:.2e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Pressure: 20 Torr; surface temperature: 1200 K
Gap d: 10 mm; loss probability g: 0.10
H mole fraction at source plane: 0.050
Collision diameter: 0.22 nm
Total gas density at surface T: 1.609e+17 cm^-3
Mean thermal speed v: 5.021e+05 cm/s
Diffusion coefficient D: 740.1 cm2/s
D from friction integral: 740.1 cm2/s
B = g v d/(4D): 16.960
Lowering factor 1/(1+B): 0.05568
Same from differential equations: 0.05568
H density at source plane: 8.047e+15 cm^-3
H density at surface: 4.480e+14 cm^-3
H loss flux: 5.624e+18 cm^-2 s^-1
Diffusion-limited flux D n0/d: 5.956e+18 cm^-2 s^-1
Flux ratio when g is doubled: 1.0286
Crossover gap 4D/(g v): 0.590 mm
Lowering factor for gap 0.1 mm: 0.8550
Lowering factor for gap 1.0 mm: 0.3709
Lowering factor for gap 3.0 mm: 0.1643
Slowest mode: kd = 2.9683; lifetime: 0.1534 ms
Transport test, slab of 30 mean free paths:
  g      transport   with g    with K
  0.02   0.68764   0.68966   0.68750
  0.10   0.29760   0.30769   0.29688
  0.50   0.06378   0.08163   0.06250
  1.00   0.02313   0.04255   0.02174
Wall constant c in 1/g - c: 0.4672 (K law: 1/2)
Neglected effects, surface/source mole-fraction ratio:
  finite g, K = 0.1053: 0.05304
  bulk flow from recombination: 0.05638
  gas recombination H+H+M: 0.05559
  gas recombination through CH3: 0.05223
  source gas at 2000 K, F = 0.8683: 0.06359
  same with thermal diffusion: 0.06054
  all of these together: 0.05687
Density ratio, source gas at 2000 K only: 0.10598
Density ratio, all effects: 0.09478
Thermal diffusion factor used: 0.20
Rate constant H+H+M used: 5.0e-33 cm^6/s
Rate constant H+CH3+M used: 5.0e-30 cm^6/s
CH3 mole fraction used: 1.0e-03
Gas speed used: 10 cm/s; u d/D: 0.0135
Mean free path 3D/v: 0.0442 mm; over gap: 0.00442
Equilibrium H / H at surface: 4.41e-04
ALL CHECKS PASSED
```
